# Van der Waals potential of an atom above a dielectric film

## Problem

A neutral atom in a spherically symmetric ground state is held at height $z$ above a flat film of thickness $t$. The film is free-standing, with vacuum on both sides. At imaginary frequency $i\omega$ its permittivity is a local function $\varepsilon(i\omega)>1$, finite at $\omega=0$, and the atom has polarizability $\alpha(i\omega)$. The temperature is zero, the electron clouds do not overlap, and the film produces no permanent field at the atom. Use Hartree atomic units, and neglect retardation until part (e).

(a) Find the interaction energy $U(z)$ to second order in the atom-film coupling.

(b) Find its leading forms for $z\ll t$ and $z\gg t$, and the first correction to the second.

(c) Show how the local exponent $n=-d\ln|U|/d\ln z$ passes between the two laws, and find what sets the distance at which this happens.

(d) Evaluate the result for a hydrogen atom above a film with $t=20$ bohr and
$$\varepsilon(i\omega)=1+\frac{\omega_p^2}{\omega_0^2+\omega^2},\qquad \omega_0=0.5\ \text{hartree},\quad \varepsilon(0)=3 .$$
What changes if $\omega_0=0$, as in a metal?

(e) How does retardation limit the answer?

## Solution

### (a) The interaction energy

**Second-order energy.** The field of the film varies on the scale $z$. When $z$ is large compared with the size of the atom, higher multipoles give terms smaller by the square of the ratio of atomic size to $z$, and only the dipole coupling is kept. It is $V=-\mathbf d\cdot\mathbf E$, where $\mathbf d$ is the atomic dipole operator and $\mathbf E$ is the operator of the film's field at the atom. The first-order energy vanishes because the ground state has no dipole moment. Let $a_n$ be the excitation energies of the atom and $b_m$ those of the film. Spherical symmetry gives, after summation over the members of level $n$, $\sum\langle0|d_i|n\rangle\langle n|d_j|0\rangle=\delta_{ij}D_n$. Hence
$$U=-\sum_{n,m}\frac{D_n F_m}{a_n+b_m},\qquad F_m=\sum_i|\langle m|E_i|0\rangle|^2 .$$

Partial fractions separate the two systems:
$$\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)} .$$
Therefore $1/(a+b)=(2/\pi)\int_0^\infty ab\,d\omega/[(a^2+\omega^2)(b^2+\omega^2)]$. Linear response theory gives
$$\alpha(i\omega)=\sum_n\frac{2a_nD_n}{a_n^2+\omega^2},\qquad \mathrm{Tr}\,G(i\omega)=\sum_m\frac{2b_mF_m}{b_m^2+\omega^2},$$
where $G_{ij}$ is component $i$ of the field that the film returns to the atom per unit dipole along $j$. Since $D_nF_m\,a_nb_m=\tfrac14(2a_nD_n)(2b_mF_m)$,
$$U=-\frac1{2\pi}\int_0^\infty d\omega\,\alpha(i\omega)\,\mathrm{Tr}\,G(i\omega).\tag{1}$$

**Reflection by the film.** Let $\zeta$ be the vertical coordinate, with the film at $-t<\zeta<0$. A potential $e^{i\mathbf k\cdot\boldsymbol\rho}\phi(\zeta)$ obeys $\phi''=k^2\phi$ in each region, and $\phi$ and $\varepsilon\phi'$ are continuous at the faces. A source above the film gives
$$\phi=\begin{cases}e^{k\zeta}-r\,e^{-k\zeta}&\text{above},\\ Ae^{k\zeta}+Be^{-k\zeta}&\text{inside},\\ Ce^{k\zeta}&\text{below}.\end{cases}$$
Write $q=e^{-kt}$ and $\Delta=(\varepsilon-1)/(\varepsilon+1)$, so that $0<\Delta<1$. At $\zeta=-t$,
$$Aq+B/q=Cq,\qquad \varepsilon(Aq-B/q)=Cq .$$
Equating the left sides gives $(\varepsilon+1)B/q=(\varepsilon-1)Aq$, or $B=\Delta q^2A$. At $\zeta=0$,
$$1-r=A(1+\Delta q^2),\qquad 1+r=\varepsilon A(1-\Delta q^2).$$
The difference of these equations divided by their sum is
$$r=\frac{(\varepsilon-1)-\Delta q^2(\varepsilon+1)}{(\varepsilon+1)-\Delta q^2(\varepsilon-1)}=\frac{\Delta(1-e^{-2kt})}{1-\Delta^2e^{-2kt}} .\tag{2}$$

**Field at the atom.** The lateral Fourier transform of the potential of a unit charge gives
$$\frac1R=\int\frac{d^2k}{2\pi k}\,e^{i\mathbf k\cdot(\boldsymbol\rho-\boldsymbol\rho')}e^{-k|\zeta-\zeta'|} .$$
On its way down each component has the form $e^{-k\zeta'}e^{k\zeta}$, so the reflected potential is
$$W=-\int\frac{d^2k}{2\pi k}\,e^{i\mathbf k\cdot(\boldsymbol\rho-\boldsymbol\rho')}e^{-k(\zeta+\zeta')}\,r .$$
A dipole at $\mathbf r'$ has reflected potential $\mathbf d\cdot\nabla'W$, hence $G_{ij}=-\partial_i\partial'_jW$. At $\mathbf r=\mathbf r'$ the vertical derivatives give the factor $(-k)^2=k^2$. The lateral ones give $(ik_x)(-ik_x)+(ik_y)(-ik_y)=k^2$. With $d^2k\to2\pi k\,dk$,
$$\mathrm{Tr}\,G=2\int_0^\infty dk\,k^2e^{-2kz}r,$$
$$\boxed{U(z)=-\frac1\pi\int_0^\infty d\omega\,\alpha(i\omega)\int_0^\infty dk\,k^2e^{-2kz}\,r(k,i\omega)}\tag{3}$$

The energy is negative because $\alpha$ and $r$ are positive.

### (b) The two limits

The factor $e^{-2kz}$ selects $k\sim1/z$: the atom probes the film on a lateral scale of its own height.

**Near the film**, $kt\gg1$ and $r\to\Delta$. The lower face is not felt. With $\int_0^\infty k^2e^{-2kz}dk=2/(2z)^3=1/(4z^3)$,
$$U\to-\frac{C_3}{z^3},\qquad C_3=\frac1{4\pi}\int_0^\infty d\omega\,\alpha\,\Delta .\tag{4}$$

**Far from the film**, put $y=kt\ll1$. Then $1-e^{-2y}=2y(1-y+\dots)$ and $1-\Delta^2e^{-2y}=(1-\Delta^2)+2y\Delta^2+\dots$, so
$$r=\frac{2\Delta\,y}{1-\Delta^2}\left[1-y\,\frac{1+\Delta^2}{1-\Delta^2}+\dots\right].$$
From $1-\Delta^2=4\varepsilon/(\varepsilon+1)^2$ and $1+\Delta^2=2(\varepsilon^2+1)/(\varepsilon+1)^2$,
$$r=\frac{kt}{2}\left(\varepsilon-\frac1\varepsilon\right)\left[1-\frac{kt}{2}\left(\varepsilon+\frac1\varepsilon\right)+\dots\right].\tag{5}$$
The moments are $\int_0^\infty k^3e^{-2kz}dk=3/(8z^4)$ and $\int_0^\infty k^4e^{-2kz}dk=3/(4z^5)$; their ratio replaces $k$ in the bracket by $2/z$. Thus
$$U\simeq-\frac{3t}{16\pi z^4}\int_0^\infty d\omega\,\alpha\left(\varepsilon-\frac1\varepsilon\right)\left[1-\frac tz\left(\varepsilon+\frac1\varepsilon\right)\right],\tag{6}$$
$$U\to-\frac{C_4}{z^4},\qquad C_4=\frac{3t}{16\pi}\int_0^\infty d\omega\,\alpha\left(\varepsilon-\frac1\varepsilon\right).\tag{7}$$

From afar the film is a polarizable sheet. The tangential field is continuous, which gives an in-plane polarization proportional to $\varepsilon-1$. The normal field is reduced by $1/\varepsilon$, which gives a normal polarization proportional to $(\varepsilon-1)/\varepsilon$. Their sum is $\varepsilon-1/\varepsilon$.

Subtracting the energy of a half-space at distance $z+t$ from that of one at $z$ would give the coefficient $3C_3t$ instead. Since $(\varepsilon-1/\varepsilon)/4=\Delta/(1-\Delta^2)>\Delta$, the true $C_4$ is larger. The two agree when $\Delta\ll1$.

### (c) The crossover

Put $k=x/z$ in (3). The prefactor becomes $z^{-3}$, and the remaining dependence on $z$ is in $r(x/z,i\omega)$, for which $\partial r/\partial\ln z=-\partial r/\partial\ln k$. Therefore
$$n=3+\left\langle\frac{\partial\ln r}{\partial\ln k}\right\rangle,\tag{8}$$
where the average has the positive weight $\alpha k^2e^{-2kz}r$. From (2),
$$\frac{\partial\ln r}{\partial\ln k}=2kt\,e^{-2kt}\left[\frac1{1-e^{-2kt}}-\frac{\Delta^2}{1-\Delta^2e^{-2kt}}\right]=\frac{2kt}{e^{2kt}-1}\cdot\frac{1-\Delta^2}{1-\Delta^2e^{-2kt}} .\tag{9}$$
For $k>0$ each factor lies between 0 and 1, so $3<n<4$ at every finite height. For $kt\to\infty$ the product tends to 0, and for $kt\to0$ it tends to 1.

The energy is also bounded by both asymptotes. Equation (2) gives $r<\Delta$. Because (9) is below 1, $r/k$ decreases with $k$ and stays below its limit at $k\to0$. Hence $|U|<C_3/z^3$ and $|U|<C_4/z^4$.

Two markers of the crossover are the height at which $n=7/2$ and the intersection of the asymptotes, $z_\times=C_4/C_3$. For a dilute film, $\Delta\to0$, they follow in closed form. Then $r=\Delta(1-e^{-2kt})$ and
$$U=-C_3\left[\frac1{z^3}-\frac1{(z+t)^3}\right],\qquad n=3\,\frac{1-s^4}{1-s^3},\qquad s=\frac z{z+t}.$$
Setting $n=7/2$ gives $6(1-s^4)=7(1-s^3)$. Division by $1-s$ leaves $6s^3=1+s+s^2$, with the root $s=0.720$, so $z/t=s/(1-s)=2.57$. The asymptotes meet at $z_\times=3t$.

For a stronger dielectric, (6) shows that the $z^{-4}$ law requires $z\gg t(\varepsilon+1/\varepsilon)$ at the frequencies that matter. The crossover therefore occurs at a few $t$ when $\varepsilon(i\omega)$ is moderate at those frequencies, and farther out when it is large there; the static value alone does not decide it.

### (d) Hydrogen above the model film

**Input.** The condition $\varepsilon(0)=3$ gives $\omega_p^2=2\omega_0^2=0.5$ hartree$^2$. For hydrogen, write $\alpha(i\omega)=\sum_nf_n/(a_n^2+\omega^2)$ with $f_n=2a_nD_n$. The sum runs over $p$ states obtained by diagonalizing the radial Hamiltonian $-\tfrac12d^2/dr^2+1/r^2-1/r$ in 20 Laguerre functions. It gives $\alpha(0)=4.5000$ bohr$^3$.

An ideal metal, $\Delta=1$, checks the normalization:
$$C_3=\frac1{4\pi}\sum_n\frac{\pi f_n}{2a_n}=\frac14\sum_nD_n=\frac{\langle z_e^2\rangle}4=\frac14\ \text{hartree bohr}^3,$$
where $z_e$ is the electron's coordinate relative to the nucleus and $\langle z_e^2\rangle=1$ bohr$^2$ in the 1s state. The numerical value is 0.25000.

**Coefficients.** For the dielectric film
$$C_3=0.0753\ \text{hartree bohr}^3,\qquad C_4=5.516\ \text{hartree bohr}^4 .$$
Half-space subtraction would give $3C_3t=4.517$ hartree bohr$^4$; the true value is 1.22 times as large. The asymptotes meet at
$$z_\times=\frac{5.5155}{0.07528}\ \text{bohr}=73.3\ \text{bohr}=3.88\ \text{nm}=3.66\,t .$$

**The curve.** Without retardation, $z^3U$ and $n$ depend on $z$ and $t$ through $z/t$ alone, because $r$ depends on $kt$:

| $z/t$ | $z^3\lvert U\rvert/C_3$ | $z^4\lvert U\rvert/C_4$ | $n$ |
|---|---|---|---|
| 0.1 | 0.999 | 0.027 | 3.00 |
| 1 | 0.891 | 0.243 | 3.19 |
| 3 | 0.618 | 0.506 | 3.49 |
| 10 | 0.284 | 0.776 | 3.78 |
| 100 | 0.036 | 0.972 | 3.97 |

The row $z/t=0.1$ only shows the limit of the formula: for $t=20$ bohr it is $z=2$ bohr, where the atom overlaps the film and the dipole approximation fails. At $z=t$ the energy is still 89% of the half-space value. At this height, 20 bohr, the neglected quadrupole term adds about 1% to $|U|$ and raises $n$ from 3.19 to 3.21; at 60 bohr it adds about 0.1%. The exponent reaches $7/2$ at $z=3.10\,t=61.9$ bohr $=3.28$ nm, where $U=-1.93\times10^{-7}$ hartree $=-0.0052$ meV. These are dipole values; the quadrupole and octupole terms move the point to 61.4 bohr.

The approach to the far law is slow. The average of $\varepsilon+1/\varepsilon$ with the weight $\alpha(\varepsilon-1/\varepsilon)$ is 2.92, so (6) predicts $z^4|U|/C_4\approx1-2.92/100=0.971$ at $z=100\,t$, against 0.972 in the table.

With $\omega_0$ fixed, raising $\varepsilon(0)$ to 10 and 50 moves the point $n=7/2$ to $5.93\,t$ and $24.4\,t$. These cases imply $\omega_p=41$ and 95 eV, against 19 eV for the film above; lowering $\omega_0$ at fixed $\omega_p$ instead gives $5.1\,t$ and $12.7\,t$. A large static permittivity need not move the point far. If $\varepsilon(0)=50$ is reached by adding an infrared oscillator at 27 meV to the film, $n$ reaches $7/2$ at $3.18\,t$, because that oscillator covers only a small part of the frequency range in (3).

**Surface modes and the metal.** For the given $\varepsilon$, with $\omega_s^2=\omega_p^2/2$,
$$\Delta=\frac{\omega_s^2}{\omega_0^2+\omega_s^2+\omega^2}.$$
The identity
$$\frac{\Delta(1-q^2)}{1-\Delta^2q^2}=\frac{1-q^2}{2q}\left[\frac1{1-\Delta q}-\frac1{1+\Delta q}\right]$$
and $1/(1\mp\Delta q)=1\pm q\omega_s^2/(\omega^2+\omega_0^2+\omega_s^2\mp q\omega_s^2)$ turn (2) into
$$r=\frac{1-q^2}2\,\omega_s^2\left[\frac1{\omega^2+\Omega_+^2}+\frac1{\omega^2+\Omega_-^2}\right],\qquad\Omega_\pm^2=\omega_0^2+\omega_s^2(1\pm e^{-kt}).\tag{10}$$
These are the two coupled surface modes of the film. The frequency integral in (3) can now be done term by term with the integral of part (a).

If $\omega_0=0$, then $\varepsilon(0)$ is infinite and (7) diverges. For $kt\ll1$ the lower mode is soft, $\Omega_-\simeq\omega_s\sqrt{kt}$, and $(1-q^2)/2\simeq kt$. Once $\Omega_-$ is far below the atomic gaps, $\alpha$ may be replaced by $\alpha(0)$:
$$\int_0^\infty d\omega\,\alpha r\simeq\alpha(0)\,kt\,\omega_s^2\,\frac{\pi}{2\Omega_-}=\frac\pi2\,\alpha(0)\,\omega_s\sqrt{kt} .$$
The upper mode, and the frequency dependence of $\alpha$ in the lower-mode term, add contributions of order $kt$, which are smaller. The integral $\int k^{5/2}e^{-2kz}dk\propto z^{-7/2}$ then gives $U\propto z^{-7/2}$. The mode sum gives $n=3.499$ at $z/t=10^6$. This only confirms the formal limit: for $t=20$ bohr that height lies deep in the retarded range of part (e), where the exponent is 4.00. The approach is slow, with $n=3.40$ at $z=600$ bohr, where retardation already lowers $|U|$ by 15%, so this film has no clean $z^{-7/2}$ range. A metallic film in this model has no nonretarded $z^{-4}$ law. The model has no damping. With $\varepsilon=1+\omega_p^2/[\omega(\omega+\gamma)]$ and $\gamma=0.1$ eV, the nonretarded exponent is almost unchanged at 600 bohr (3.41) but is 3.76 at $z/t=10^6$, so the $z^{-7/2}$ limit belongs to the undamped case.

A substrate removes that law too. As $kt\to0$, $\phi$ and $\varepsilon\phi'$ pass unchanged through the film, so $r$ tends to the substrate's own $\Delta$, and a $z^{-3}$ law returns at large $z$.

### (e) Retardation

Equation (1) still holds if $G$ is the full reflected field. Let $w=\omega/c$ and $\kappa=\sqrt{k^2+w^2}$. The field of a dipole in vacuum is $(\nabla\nabla-w^2)\cdot\mathbf d\,e^{-wR}/R$, and
$$\frac{e^{-wR}}R=\int\frac{d^2k}{2\pi\kappa}\,e^{i\mathbf k\cdot(\boldsymbol\rho-\boldsymbol\rho')}e^{-\kappa|\zeta-\zeta'|} .$$

Take $\mathbf k$ along $x$. For the downward wave $\nabla$ becomes $\mathbf K=(ik,0,\kappa)$, with $\mathbf K\cdot\mathbf K=w^2$. The vectors $\mathbf p=(\kappa,0,-ik)$ and $\hat{\mathbf y}$ are orthogonal to $\mathbf K$, and $\mathbf p\cdot\mathbf p=w^2$. Completeness then gives
$$\mathbf K\mathbf K-w^2=-\mathbf p\mathbf p-w^2\,\hat{\mathbf y}\hat{\mathbf y}.$$
Reflection multiplies the $\hat{\mathbf y}$ wave by $r_s$. It multiplies the vertical field of the other wave by $r_p$ and its lateral field by $-r_p$, so the leading $\mathbf p$ becomes $r_p\mathbf p'$ with $\mathbf p'=(-\kappa,0,-ik)$. As $-\mathbf p'\cdot\mathbf p=\kappa^2+k^2$,
$$\mathrm{Tr}\,G=\int_0^\infty\frac{k\,dk}\kappa\,e^{-2\kappa z}\left[(2k^2+w^2)\,r_p-w^2r_s\right].\tag{11}$$

The coefficients follow as in part (a). For $s$ waves $E_y$ and $E_y'$ are continuous; for $p$ waves $H_y$ and $H_y'/\varepsilon$ are. Let $\kappa_1=\sqrt{k^2+\varepsilon w^2}$ and let $\beta$ be $\kappa_1/\kappa$ for $s$ and $\kappa_1/(\varepsilon\kappa)$ for $p$. One face reflects with $g=(1-\beta)/(1+\beta)$. With $Q=e^{-\kappa_1t}$, the lower face gives $B=-gQ^2A$, and the upper face gives
$$1+r_{s,p}=A(1-gQ^2),\qquad 1-r_{s,p}=\beta A(1+gQ^2),$$
$$r_{s,p}=\frac{g(1-Q^2)}{1-g^2Q^2}.$$
For $c\to\infty$, (11) returns the result of part (a).

At very large $z$, $\omega\sim c/z$ and $k,\kappa\sim1/z$, so $\alpha$ and $\varepsilon$ take their static values and the film reflects in proportion to $t/z$. The factors in (1) and (11) scale as $c/z$ from $d\omega$, $1/z$ from $k\,dk/\kappa$, $1/z^2$ from the bracket and $t/z$ from reflection. Hence $U\propto ct/z^5$ for a film with finite $\varepsilon(0)$; the argument does not cover the case $\omega_0=0$, where $\varepsilon$ has no static value. A clean $z^{-4}$ range needs $t\ll z\ll c/\omega$, where $\omega$ is a typical frequency in (3).

For the film of part (d), with $c/a_1=365$ bohr for the lowest atomic gap $a_1$:

| $z$ (bohr) | $U_{\rm ret}/U$ | $n$ | $n_{\rm ret}$ |
|---|---|---|---|
| 20 | 0.994 | 3.19 | 3.20 |
| 60 | 0.971 | 3.49 | 3.53 |
| 100 | 0.944 | 3.63 | 3.71 |
| 200 | 0.869 | 3.78 | 3.95 |

In the middle of the crossover the energy is little affected: at 60 bohr retardation weakens it by 3%. The point $n=7/2$ is more sensitive and moves from 62 to 55 bohr. The far law is not cleanly realized. At 200 bohr the nonretarded exponent is still 3.78, and the retarded value of 3.95 lies on the way to 5, so it is not evidence of a $z^{-4}$ plateau.

The numerical check tests the reflection coefficient, the energy, the exponent and these limits numerically. The continuum description further requires $z$ and $t$ to be large compared with the atomic spacing in the film. A film of 20 bohr is only a few atomic layers thick: for a dilute film, four discrete layers 5 bohr apart, with the top layer 2.5 bohr below the face from which $z$ is measured, give an energy 3% weaker than the continuum at $z=t$ and 0.5% weaker at $z=3t$. Where that face is drawn matters much more: with the top layer at the face, the energy is 47% stronger at $z=t$ and 16% stronger at $z=3t$.

## Calculated quantities

```
film: eps(0) = 3.0, w0 = 0.50 hartree
film: wp^2 = 0.500 hartree^2
film thickness t = 20.0 bohr = 1.058 nm
static Delta = 0.500
hydrogen alpha(0) = 4.5000 bohr^3
hydrogen lowest gap = 0.3750 hartree
C3, ideal metal = 0.25000 hartree bohr^3
C3, this dielectric = 0.07528 hartree bohr^3
C4, this film = 5.5155 hartree bohr^4
3 C3 t = 4.5168 hartree bohr^4
C4/(3 C3 t) = 1.2211
weighted mean of eps + 1/eps = 2.9187
asymptotes meet at z = 73.27 bohr = 3.877 nm
asymptotes meet at z/t = 3.663
n = 3.5 at z = 61.93 bohr = 3.277 nm
U there = -1.9277e-07 hartree = -0.0052 meV
nonretarded: z/t, z^3|U|/C3, z^4|U|/C4, n
     0.1 0.9994 0.0273 3.0017
     0.3 0.9895 0.0810 3.0245
     1.0 0.8912 0.2433 3.1864
     2.0 0.7361 0.4019 3.3726
     3.0 0.6178 0.5060 3.4910
     5.0 0.4638 0.6330 3.6287
    10.0 0.2842 0.7758 3.7760
    30.0 0.1113 0.9118 3.9122
   100.0 0.0356 0.9717 3.9718
dilute film: s = 0.7198, n = 3.5 at z/t = 2.569
eps(0) = 3: n = 3.5 at z/t = 3.096
eps(0) = 10: n = 3.5 at z/t = 5.926
eps(0) = 50: n = 3.5 at z/t = 24.420
metal film (w0 = 0), z/t = 1e6: n = 3.4994
speed of light c = 137.036 atomic units
c/(lowest gap) = 365.4 bohr
z (bohr), U nonret. (hartree), U ret./U nonret., n nonret., n ret.
     10 -7.2889e-05 0.9979 3.0661 3.0695
     20 -8.3864e-06 0.9939 3.1864 3.1954
     40 -8.6584e-07 0.9836 3.3726 3.3959
     60 -2.1533e-07 0.9713 3.4910 3.5309
    100 -3.4913e-08 0.9437 3.6287 3.7052
    200 -2.6742e-09 0.8692 3.7760 3.9477
retarded film, z = 1e6 bohr: n = 4.9999
```
